# Driving force for III-V growth from group-III atoms and group-V dimers: a numerical check

```python
"""Driving force for growth of a III-V crystal from III atoms and V2 dimers.

Result under test, per formula unit deposited:
    drive = kT ln( p3 * sqrt(p2) / K(T) )
p3, p2 : pressures of III atoms and V2 dimers; K : their equilibrium product
    p3*sqrt(p2) over the crystal, from masses, level energies and binding.
Independent side: explicit sums over quantum levels and over the number of
reaction events 2 III + V2 -> 2 III-V in a closed chamber.
Energies are in eV, pressures in Pa, lengths in m. All parameters are a model.
"""
from functools import lru_cache
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import gammaln

EV = const.e
KB = const.k / EV
AMU = const.atomic_mass

MASS3 = 70 * AMU          # III atom
MASS_V = 75 * AMU         # one V atom; the dimer has twice this mass
SPLIT = 0.10              # III atom: 2 states at zero, 4 states at SPLIT
BOND = 2.1e-10            # dimer bond length
QUANTUM_DIMER = 0.05      # dimer vibrational quantum
QUANTUM_SOLID = 0.025     # each of six crystal modes per formula unit
BINDING = 4.5             # static crystal below III + V2/2, per formula unit
CELL_VOLUME = 45e-30      # crystal volume per formula unit
ROT = const.hbar**2 / (2 * (MASS_V / 2) * BOND**2) / EV


# ---------- closed formulas ----------
def wavelength(mass, T):
    return const.h / np.sqrt(2 * np.pi * mass * const.k * T)


def pressure_scales(T):
    """Pressures at which each ideal-gas chemical potential would be zero."""
    kT = KB * T
    g3 = 2 + 4 * np.exp(-SPLIT / kT)
    scale3 = const.k * T * g3 / wavelength(MASS3, T)**3
    internal = kT / (2 * ROT) / (2 * np.sinh(QUANTUM_DIMER / (2 * kT)))
    scale2 = const.k * T * internal / wavelength(2 * MASS_V, T)**3
    return scale3, scale2


def mu_solid(T):
    kT = KB * T
    return -BINDING + 6 * kT * np.log(2 * np.sinh(QUANTUM_SOLID / (2 * kT)))


def equilibrium_product(T):
    scale3, scale2 = pressure_scales(T)
    return scale3 * np.sqrt(scale2) * np.exp(mu_solid(T) / (KB * T))


def drive(T, p3, p2):
    return KB * T * np.log(p3 * np.sqrt(p2) / equilibrium_product(T))


# ---------- explicit sums over levels ----------
def translation_sum(mass, T, box=1e-8):
    """States per volume from plane-wave levels in a periodic cube."""
    n = np.arange(-30000, 30001)
    energy = (const.h * n / box)**2 / (2 * mass)
    return (np.exp(-energy / (const.k * T)).sum() / box)**3


def rotation_sum(T):
    """Identical spin-3/2 nuclei, spin weights divided by (2I+1)^2 = 16."""
    J = np.arange(3000)
    weight = np.where(J % 2 == 0, 6 / 16, 10 / 16)
    return (weight * (2 * J + 1) * np.exp(-ROT * J * (J + 1) / (KB * T))).sum()


def vibration_sum(quantum, T):
    v = np.arange(3000)
    return np.exp(-quantum * (v + 0.5) / (KB * T)).sum()


@lru_cache(maxsize=None)
def log_level_sums(T):
    """Logs of q3/V, q2/V and the crystal factor per formula unit."""
    atom_levels = np.array([0.0] * 2 + [SPLIT] * 4)
    electronic = np.exp(-atom_levels / (KB * T)).sum()
    q3 = translation_sum(MASS3, T) * electronic
    q2 = (translation_sum(2 * MASS_V, T) * rotation_sum(T)
          * vibration_sum(QUANTUM_DIMER, T))
    log_solid = BINDING / (KB * T) + 6 * np.log(vibration_sum(QUANTUM_SOLID, T))
    return np.log(q3), np.log(q2), log_solid


def log_weight(events, n3, n2, volume, T):
    """Log of the canonical weight after some events, up to a constant."""
    a3, a2, solid = log_level_sums(T)
    per_event = 2 * solid - 2 * (a3 + np.log(volume)) - (a2 + np.log(volume))
    return (events * per_event - gammaln(n3 - 2 * events + 1)
            - gammaln(n2 - events + 1))


def counted_drive(T, p3, p2, n3=1e6):
    """Half the free-energy fall when one event makes two formula units."""
    volume = n3 * const.k * T / p3
    n2 = p2 * volume / (const.k * T)
    change = (log_weight(1, n3, n2, volume, T)
              - log_weight(0, n3, n2, volume, T))
    return KB * T * change / 2


def chamber_average(T, p3, p2, n3=2_000_000):
    """Mean final pressures from the sum over every possible event number."""
    volume = n3 * const.k * T / p3
    n2 = round(p2 * volume / (const.k * T))
    events = np.arange(min(n3 // 2, n2) + 1)
    logs = log_weight(events, n3, n2, volume, T)
    prob = np.exp(logs - logs.max())
    mean = (prob * events).sum() / prob.sum()
    unit = const.k * T / volume
    return (n3 - 2 * mean) * unit, (n2 - mean) * unit


def chamber_predicted(T, p3, p2):
    K = equilibrium_product(T)
    top = min(p3, 2 * p2)
    x = brentq(lambda y: (p3 - y) * np.sqrt(max(p2 - y / 2, 0.0)) - K,
               0, top, xtol=1e-15)
    return p3 - x, p2 - x / 2


def gibbs_total(n3, n2, ns, T, pressure):
    """Gibbs energy at fixed total gas pressure, from the level sums."""
    a3, a2, solid = log_level_sums(T)
    total = n3 + n2
    log_kT = np.log(const.k * T)
    mu3 = np.log(pressure * n3 / total) - log_kT - a3
    mu2 = np.log(pressure * n2 / total) - log_kT - a2
    return KB * T * (n3 * mu3 + n2 * mu2 - ns * solid)


T, HOT, P3, P2 = 900.0, 1000.0, 1e-3, 1e-2
kT = KB * T

# Level sums against the closed forms, at both temperatures.
for temp in (T, HOT):
    for mass in (MASS3, 2 * MASS_V):
        ratio = translation_sum(mass, temp) * wavelength(mass, temp)**3
        assert abs(ratio - 1) < 1e-9
    # The classical rotor omits a relative correction of order ROT/kT.
    assert abs(rotation_sum(temp) * 2 * ROT / (KB * temp) - 1) < 2e-4
    for quantum in (QUANTUM_DIMER, QUANTUM_SOLID):
        closed = 1 / (2 * np.sinh(quantum / (2 * KB * temp)))
        assert abs(vibration_sum(quantum, temp) / closed - 1) < 1e-10

# Driving force from counted weights; classical rotor and 1/N set tolerance.
for temp in (T, HOT):
    for p3, p2 in ((P3, P2), (5e-3, 2e-4), (1e-5, 1e-3)):
        gap = counted_drive(temp, p3, p2) - drive(temp, p3, p2)
        assert abs(gap) < 1e-4 * KB * temp

# Effect of doubling each pressure, measured on the counted weights.
base = counted_drive(T, P3, P2)
gain3 = counted_drive(T, 2 * P3, P2) - base
gain2 = counted_drive(T, P3, 2 * P2) - base
assert abs(gain3 - kT * np.log(2)) < 1e-6
assert abs(gain2 - 0.5 * kT * np.log(2)) < 1e-6

# Closed chambers of two compositions reach the same equilibrium product.
K = equilibrium_product(T)
chambers = []
for start in ((P3, P2), (2e-3, 2e-3)):
    final = chamber_average(T, *start)
    expected = chamber_predicted(T, *start)
    product = final[0] * np.sqrt(final[1])
    assert abs(product / K - 1) < 3e-4
    assert np.allclose(final, expected, rtol=3e-4, atol=0)
    chambers.append((start, final, product))

# Fixed total pressure: slope of the whole Gibbs energy along the reaction.
n3, n2, step = 1.0, P2 / P3, 1e-4
forward = gibbs_total(n3 - step, n2 - step / 2, step, T, P3 + P2)
backward = gibbs_total(n3 + step, n2 + step / 2, -step, T, P3 + P2)
gibbs_drive = -(forward - backward) / (2 * step)
assert abs(gibbs_drive - drive(T, P3, P2)) < 1e-4 * kT

# Best composition at fixed total pressure, by scanning the counted result.
total = P3 + P2
fractions = np.linspace(0.3, 0.95, 651)
scan = [counted_drive(T, f * total, (1 - f) * total) for f in fractions]
best = fractions[int(np.argmax(scan))]
assert abs(best - 2 / 3) < 2e-3

# Temperature at which growth turns into evaporation.
T_zero = brentq(lambda t: drive(t, P3, P2), 800, 1100)
assert abs(counted_drive(T_zero, P3, P2)) < 1e-4 * KB * T_zero
assert counted_drive(T_zero - 5, P3, P2) > 0 > counted_drive(T_zero + 5, P3, P2)

# Neglected pressure-volume term of the crystal.
pv_solid = (P3 + P2) * CELL_VOLUME / EV
assert pv_solid < 1e-9 * drive(T, P3, P2)

scale3, scale2 = pressure_scales(T)
mu3, mu2, mus = kT * np.log(P3 / scale3), kT * np.log(P2 / scale2), mu_solid(T)
force = drive(T, P3, P2)
assert abs(mu3 + mu2 / 2 - mus - force) < 1e-10

print(f"mass of III atom, V atom: {MASS3/AMU:.0f}, {MASS_V/AMU:.0f} u")
print(f"III-atom level splitting: {SPLIT:.2f} eV")
print(f"dimer bond length: {BOND*1e10:.1f} angstrom")
print(f"dimer vibrational quantum: {QUANTUM_DIMER:.3f} eV")
print(f"crystal vibrational quantum: {QUANTUM_SOLID:.3f} eV")
print(f"static binding E_b: {BINDING:.1f} eV per formula unit")
print(f"crystal volume: {CELL_VOLUME*1e30:.0f} cubic angstrom per formula unit")
print(f"temperature: {T:.0f} K")
print(f"kT: {kT:.5f} eV")
print(f"III pressure: {P3:.1e} Pa")
print(f"V2 pressure: {P2:.1e} Pa")
print(f"III thermal wavelength: {wavelength(MASS3, T)*1e10:.5f} angstrom")
print(f"V2 thermal wavelength: {wavelength(2*MASS_V, T)*1e10:.5f} angstrom")
print(f"III electronic factor g3: {2 + 4*np.exp(-SPLIT/kT):.4f}")
print(f"dimer rotational constant B: {ROT:.4e} eV")
print(f"dimer rotational factor kT/2B: {kT/(2*ROT):.1f}")
print(f"dimer rotational factor, level sum: {rotation_sum(T):.1f}")
print(f"dimer vibrational factor: {vibration_sum(QUANTUM_DIMER, T):.4f}")
print(f"pressure scale of III: {scale3:.4e} Pa")
print(f"pressure scale of V2: {scale2:.4e} Pa")
print(f"mu of III: {mu3:.4f} eV")
print(f"half of mu of V2: {mu2/2:.4f} eV")
print(f"mu of crystal: {mus:.4f} eV")
print(f"equilibrium product K: {K:.4e} Pa^(3/2)")
print(f"actual product: {P3*np.sqrt(P2):.4e} Pa^(3/2)")
print(f"supersaturation ratio: {P3*np.sqrt(P2)/K:.3f}")
print(f"driving force, formula: {force:.5f} eV per formula unit")
print(f"driving force, counted weights: {base:.5f} eV per formula unit")
print(f"driving force, Gibbs slope: {gibbs_drive:.5f} eV per formula unit")
print(f"driving force: {force*EV*const.N_A/1000:.2f} kJ/mol")
print(f"gain on doubling III pressure: {gain3:.5f} eV")
print(f"gain on doubling V2 pressure: {gain2:.5f} eV")
for label, (start, final, product) in zip("AB", chambers):
    print(f"chamber {label} start III, V2: {start[0]:.1e}, {start[1]:.1e} Pa")
    print(f"chamber {label} final III, V2: {final[0]:.4e}, {final[1]:.4e} Pa")
    print(f"chamber {label} final product: {product:.4e} Pa^(3/2)")
print(f"best III fraction at fixed total pressure: {best:.3f}")
print(f"K at {HOT:.0f} K: {equilibrium_product(HOT):.4e} Pa^(3/2)")
print(f"driving force at {HOT:.0f} K: {drive(HOT, P3, P2):.4f} eV")
print(f"temperature of zero driving force: {T_zero:.1f} K")
print(f"neglected crystal p*v term: {pv_solid:.1e} eV")
print("done: every assertion held")
```

Printed output:

```
mass of III atom, V atom: 70, 75 u
III-atom level splitting: 0.10 eV
dimer bond length: 2.1 angstrom
dimer vibrational quantum: 0.050 eV
crystal vibrational quantum: 0.025 eV
static binding E_b: 4.5 eV per formula unit
crystal volume: 45 cubic angstrom per formula unit
temperature: 900 K
kT: 0.07756 eV
III pressure: 1.0e-03 Pa
V2 pressure: 1.0e-02 Pa
III thermal wavelength: 0.06956 angstrom
V2 thermal wavelength: 0.04752 angstrom
III electronic factor g3: 3.1018
dimer rotational constant B: 1.2638e-05 eV
dimer rotational factor kT/2B: 3068.3
dimer rotational factor, level sum: 3068.4
dimer vibrational factor: 1.5246
pressure scale of III: 1.1454e+14 Pa
pressure scale of V2: 5.4184e+17 Pa
mu of III: -3.0464 eV
half of mu of V2: -1.7620 eV
mu of crystal: -5.0248 eV
equilibrium product K: 6.1406e-06 Pa^(3/2)
actual product: 1.0000e-04 Pa^(3/2)
supersaturation ratio: 16.285
driving force, formula: 0.21640 eV per formula unit
driving force, counted weights: 0.21640 eV per formula unit
driving force, Gibbs slope: 0.21640 eV per formula unit
driving force: 20.88 kJ/mol
gain on doubling III pressure: 0.05376 eV
gain on doubling V2 pressure: 0.02688 eV
chamber A start III, V2: 1.0e-03, 1.0e-02 Pa
chamber A final III, V2: 6.2898e-05, 9.5314e-03 Pa
chamber A final product: 6.1407e-06 Pa^(3/2)
chamber B start III, V2: 2.0e-03, 2.0e-03 Pa
chamber B final III, V2: 1.8575e-04, 1.0929e-03 Pa
chamber B final product: 6.1407e-06 Pa^(3/2)
best III fraction at fixed total pressure: 0.667
K at 1000 K: 1.8629e-03 Pa^(3/2)
driving force at 1000 K: -0.2520 eV
temperature of zero driving force: 946.2 K
neglected crystal p*v term: 3.1e-12 eV
done: every assertion held
```
